# Which energy is mv²/2 in the dipole formula for fast electrons?: a numerical check

```python
"""
Result under test: a 100 keV electron has m v^2/2 = 76.8 keV (m = rest mass),
and this energy T_eff, not the kinetic energy T, enters the dipole formula
  dsigma/dOmega = 4 a0^2 R^2 f / [E T_eff (theta^2 + theta_E^2)],
  theta_E = E / (2 gamma T_eff).
E: energy loss, f: oscillator strength, R: Rydberg energy, a0: Bohr radius,
gamma = 1 + T/(m c^2), theta: scattering angle. All internal units are SI.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0, j1

m, c, hbar = const.m_e, const.c, const.hbar
charge, eps0 = const.e, const.epsilon_0
a0 = const.physical_constants["Bohr radius"][0]
rydberg = const.physical_constants["Rydberg constant times hc in J"][0]
eV = const.e
keV = 1e3 * eV
rest_energy = m * c**2


def effective_energy(T):
    """Closed form of m v^2/2."""
    x = T / rest_energy
    return T * (1 + x / 2) / (1 + x)**2


def characteristic_angle(T, E):
    gamma = 1 + T / rest_energy
    return E / (2 * gamma * effective_energy(T))


def dipole_formula(T, E, f, theta, prefactor_energy):
    theta_E = characteristic_angle(T, E)
    return (4 * a0**2 * rydberg**2 * f
            / (E * prefactor_energy * (theta**2 + theta_E**2)))


# Independent kinematics: only the energy-momentum relation is used.
def total_energy(u):
    """Total energy over m c^2, for momentum u in units of m c."""
    return np.sqrt(1 + u * u)


def momentum_and_speed(T):
    u = brentq(lambda w: total_energy(w) - 1 - T / rest_energy,
               0.0, 10.0, xtol=1e-15, rtol=1e-14)
    h = 1e-4 * u
    speed = c * (total_energy(u + h) - total_energy(u - h)) / (2 * h)
    return u * m * c, speed


def golden_rule(T, E, theta, squared_matrix_element):
    """Born cross section from transition rate over incident flux."""
    p0, v0 = momentum_and_speed(T)
    p1, v1 = momentum_and_speed(T - E)
    q2 = ((p0 - p1)**2 + 4 * p0 * p1 * np.sin(theta / 2)**2) / hbar**2
    coupling2 = ((charge**2 / (eps0 * q2))**2
                 * squared_matrix_element(np.sqrt(q2)))
    return p1**2 * coupling2 / (4 * np.pi**2 * hbar**4 * v0 * v1)


# Hydrogen 1s -> 2p matrix elements by quadrature (lengths in a0).
nodes_r, weights_r = np.polynomial.legendre.leggauss(160)
r = 30 * (nodes_r + 1)[:, None]
mu, weights_mu = np.polynomial.legendre.leggauss(40)
psi_1s = np.exp(-r) / np.sqrt(np.pi)
psi_2p = r * mu * np.exp(-r / 2) / np.sqrt(32 * np.pi)
density = (2 * np.pi * r**2 * psi_1s * psi_2p
           * 30 * weights_r[:, None] * weights_mu)
z_hydrogen = np.sum(density * r * mu)


def hydrogen_squared(q):
    return np.abs(np.sum(density * np.exp(1j * q * a0 * r * mu)))**2


# Speed and effective energy at several beam energies.
for energy_keV in (1, 10, 50, 100, 300):
    T_test = energy_keV * keV
    v_test = momentum_and_speed(T_test)[1]
    assert abs(0.5 * m * v_test**2 / effective_energy(T_test) - 1) < 1e-7

# Low-energy and high-energy limits, from the definition of gamma.
x = sp.symbols("x", positive=True)
ratio_symbolic = (1 - 1 / (1 + x)**2) / (2 * x)
assert sp.limit(ratio_symbolic, x, 0) == 1
assert sp.limit(sp.diff(ratio_symbolic, x), x, 0) == -sp.Rational(3, 2)
assert sp.limit(x * ratio_symbolic, x, sp.oo) == sp.Rational(1, 2)

T = 100 * keV
p, v = momentum_and_speed(T)
gamma = 1 + T / rest_energy
T_eff = effective_energy(T)
assert abs(T_eff / keV - 76.8) < 0.05

# Differential cross section: hydrogen, full matrix element and kinematics.
E_H = 0.75 * rydberg
f_H = 2 * m * E_H * (z_hydrogen * a0)**2 / hbar**2
hydrogen_ratios = []
for theta in (0.02e-3, 0.08e-3, 0.20e-3):
    direct = golden_rule(T, E_H, theta, hydrogen_squared)
    correct = dipole_formula(T, E_H, f_H, theta, T_eff)
    mistaken = dipole_formula(T, E_H, f_H, theta, T)
    hydrogen_ratios.append(direct / correct)
    # Remaining difference: finite q and finite energy loss, about 0.1%.
    assert abs(direct / correct - 1) < 2e-3
    assert abs(direct / mistaken - 1) > 0.2

# Worked example: rough valence loss of an organic resist.
E = 22 * eV
f = 1.0
theta_c = 2e-3
theta_E = characteristic_angle(T, E)
p_after = momentum_and_speed(T - E)[0]
assert abs((p - p_after) / p / theta_E - 1) < 1e-3


def dipole_squared(q):
    return q**2 * hbar**2 * f / (2 * m * E)


def finite_q_squared(q):
    shape = hydrogen_squared(q) / (q * a0 * z_hydrogen)**2
    return dipole_squared(q) * shape


def cone_integral(squared_matrix_element):
    def integrand(theta):
        return (2 * np.pi * np.sin(theta) * 1e18
                * golden_rule(T, E, theta, squared_matrix_element))
    return quad(integrand, 0, theta_c, points=[theta_E, 4 * theta_E],
                epsabs=0, epsrel=1e-7)[0] * 1e-18


prefactor = 4 * np.pi * a0**2 * rydberg**2 * f / (E * T_eff)
log_factor = np.log(1 + (theta_c / theta_E)**2)
sigma = prefactor * log_factor
sigma_mistaken = sigma * T_eff / T
sigma_numeric = cone_integral(dipole_squared)
assert abs(sigma_numeric / sigma - 1) < 1e-3
finite_q_change = cone_integral(finite_q_squared) / sigma_numeric - 1
assert abs(finite_q_change) < 0.05


# Retardation: angular weight of the full field, s = theta/theta_E.
def field_weight(s, g):
    return (s**2 + g**-4) / (s**2 + g**-2)**2


# Test it by transforming the boosted field in time and impact parameter.
# Units: speed = angular frequency = 1; charge/(4 pi eps0) = 1.
nodes_b, weights_b = np.polynomial.legendre.leggauss(100)
impact = 15 * (nodes_b + 1)
weights_b = 15 * weights_b
field_across, field_along = [], []
for b in impact:
    across = quad(lambda t: gamma * b / (b*b + (gamma*t)**2)**1.5,
                  0, np.inf, weight="cos", wvar=1.0,
                  epsabs=1e-8, limit=200, limlst=200)[0]
    along = quad(lambda t: gamma * t / (b*b + (gamma*t)**2)**1.5,
                 0, np.inf, weight="sin", wvar=1.0,
                 epsabs=1e-8, limit=200, limlst=200)[0]
    field_across.append(2 * across)
    field_along.append(2 * along)
for s in (0.5, 2.0):
    part_across = np.sum(weights_b * impact * j1(s * impact) * field_across)
    part_along = np.sum(weights_b * impact * j0(s * impact) * field_along)
    transformed = (part_across**2 + part_along**2) / 4
    # The logarithmic field at small impact parameter limits the quadrature.
    assert abs(transformed / field_weight(s, gamma) - 1) < 2e-3

s_max = theta_c / theta_E
retarded = quad(lambda s: s * field_weight(s, gamma), 0, s_max)[0]
static = quad(lambda s: s / (s**2 + 1), 0, s_max)[0]
retardation_change = retarded / static - 1
assert abs(retardation_change) < 0.05

print(f"Electron rest energy: {rest_energy/keV:.3f} keV")
print(f"Kinetic energy T: {T/keV:.1f} keV")
print(f"T/(m c^2): {T/rest_energy:.5f}")
print(f"gamma: {gamma:.5f}")
print(f"(v/c)^2: {(v/c)**2:.5f}")
print(f"v/c: {v/c:.5f}")
print(f"Speed v: {v:.4e} m/s")
print(f"T_eff = m v^2/2: {T_eff/keV:.2f} keV")
print(f"T_eff = m v^2/2: {T_eff:.4e} J")
print(f"gamma m v^2/2: {gamma*T_eff/keV:.2f} keV")
print(f"T_eff/T: {T_eff/T:.4f}")
print(f"High-energy limit m c^2/2: {rest_energy/2/keV:.2f} keV")
for energy_keV in (1, 10, 50, 300):
    value = effective_energy(energy_keV * keV) / keV
    print(f"T_eff at T = {energy_keV} keV: {value:.3f} keV")
print(f"Hydrogen 1s-2p energy: {E_H/eV:.3f} eV")
print(f"Hydrogen 1s-2p oscillator strength: {f_H:.4f}")
for angle, value in zip((0.02, 0.08, 0.20), hydrogen_ratios):
    print(f"Golden rule/dipole formula at {angle:.2f} mrad: {value:.5f}")
print(f"Example energy loss E: {E/eV:.1f} eV")
print(f"Example oscillator strength f: {f:.1f}")
print(f"Cone half-angle: {theta_c*1e3:.1f} mrad")
print(f"Bohr radius: {a0*1e9:.6f} nm")
print(f"Rydberg energy: {rydberg/eV:.4f} eV")
print(f"theta_E: {theta_E*1e3:.4f} mrad")
print(f"Cone prefactor: {prefactor*1e18:.4e} nm^2")
print(f"Logarithm: {log_factor:.4f}")
print(f"Cross section with T_eff: {sigma*1e18:.4e} nm^2")
print(f"Cross section with T_eff: {sigma*1e4:.4e} cm^2")
print(f"Cross section by integration: {sigma_numeric*1e18:.4e} nm^2")
print(f"Cross section with T by mistake: {sigma_mistaken*1e18:.4e} nm^2")
print(f"Error from using T: {100*(sigma_mistaken/sigma-1):.2f} %")
print(f"q a0 at cone edge: {p*theta_c/hbar*a0:.4f}")
print(f"Finite-q change (hydrogen shape): {100*finite_q_change:.2f} %")
print(f"Retardation change (isolated target): {100*retardation_change:.2f} %")
print(f"T_eff drop after one loss: {(T_eff-effective_energy(T-E))/eV:.2f} eV")
print(f"Cherenkov threshold index c/v: {c/v:.3f}")
print("success")
```

Printed output:

```
Electron rest energy: 510.999 keV
Kinetic energy T: 100.0 keV
T/(m c^2): 0.19570
gamma: 1.19570
(v/c)^2: 0.30055
v/c: 0.54822
Speed v: 1.6435e+08 m/s
T_eff = m v^2/2: 76.79 keV
T_eff = m v^2/2: 1.2303e-14 J
gamma m v^2/2: 91.82 keV
T_eff/T: 0.7679
High-energy limit m c^2/2: 255.50 keV
T_eff at T = 1 keV: 0.997 keV
T_eff at T = 10 keV: 9.714 keV
T_eff at T = 50 keV: 43.514 keV
T_eff at T = 300 keV: 154.064 keV
Hydrogen 1s-2p energy: 10.204 eV
Hydrogen 1s-2p oscillator strength: 0.4162
Golden rule/dipole formula at 0.02 mrad: 0.99982
Golden rule/dipole formula at 0.08 mrad: 0.99975
Golden rule/dipole formula at 0.20 mrad: 0.99905
Example energy loss E: 22.0 eV
Example oscillator strength f: 1.0
Cone half-angle: 2.0 mrad
Bohr radius: 0.052918 nm
Rydberg energy: 13.6057 eV
theta_E: 0.1198 mrad
Cone prefactor: 3.8559e-06 nm^2
Logarithm: 5.6337
Cross section with T_eff: 2.1723e-05 nm^2
Cross section with T_eff: 2.1723e-19 cm^2
Cross section by integration: 2.1722e-05 nm^2
Cross section with T by mistake: 1.6681e-05 nm^2
Error from using T: -23.21 %
q a0 at cone edge: 0.1797
Finite-q change (hydrogen shape): -1.49 %
Retardation change (isolated target): 1.00 %
T_eff drop after one loss: 12.87 eV
Cherenkov threshold index c/v: 1.824
success
```
